# Acidity from restrained proton removal with a hydronium reference

**Q:** You want the acidity constant of AH in water from molecular dynamics with electronic-structure forces. The energy of a periodic charged cell has no absolute zero, and a free proton is not a species in water. What can be calculated?

**A:** A difference between two proton removals. One turns AH into A$^-$ in a box of water; the other turns a hydronium ion into a water molecule in a similar box. I take classical nuclei, dilute solutes that do not interact with each other, and an excess proton that belongs to one H$_3$O$^+$ at a time. Each configuration is assigned to the water that holds the proton, and a simulation must stay within its assignment.

First I need the equilibrium constant in terms of partition functions. Put $n$ acid molecules in a volume $V$ of water and let $m$ of them be dissociated. Let $Q_{AH}$ and $Q_A$ refer to one solute in the volume, $Q_w$ to pure water and $Q_H$ to water with one excess proton. The weight of $m$ is

$$w_m\propto\frac{Q_A^{m}\,Q_{AH}^{\,n-m}}{m!\,(n-m)!}\,\frac{(Q_H/Q_w)^m}{m!}.$$

The factorials count identical A$^-$, AH and H$_3$O$^+$. Hence

$$\frac{w_m}{w_{m-1}}=\kappa\,\frac{n-m+1}{m^2},\qquad \kappa=\frac{Q_A}{Q_{AH}}\frac{Q_H}{Q_w}.$$

Multiply by $m^2w_{m-1}$ and sum over $m$. With $m'=m-1$ the right side becomes $\kappa\sum(n-m')w_{m'}$, so $\langle m^2\rangle=\kappa\langle n-m\rangle$. In a large system $\langle m^2\rangle$ is $\langle m\rangle^2$ up to relatively small fluctuations. With $c^\circ=1$ mol/L, the law of mass action gives

$$K_a=\frac{(\langle m\rangle/V)^2}{c^\circ\langle n-m\rangle/V}=\frac{\kappa}{c^\circ V}.$$

**Q:** The excess proton can sit on any water, and all protons are identical. Where is that counted?

**A:** In $Q_H/Q_w$. Let $Z$ denote a configurational integral, with weight $e^{-\beta E}$ and $\beta=1/k_BT$, for one fixed assignment of labelled protons to oxygens. For $N_w$ waters there are $(2N_w)!/2^{N_w}$ assignments. With one more proton there are $N_w(2N_w+1)!/(3!\,2^{N_w-1})$, the factor $N_w$ choosing the hydronium oxygen. Division by the permutations of identical protons removes $(2N_w)!$ and $(2N_w+1)!$. The extra proton's momentum integral gives $\Lambda^{-3}$, where $\Lambda=h/\sqrt{2\pi m_Hk_BT}$ and $m_H$ is the proton mass. Thus

$$\frac{Q_H}{Q_w}=\Lambda^{-3}\,\frac{N_w\,2^{N_w}}{6\cdot2^{N_w-1}}\frac{Z_H}{Z_w}=\Lambda^{-3}\frac{N_w}{3}\frac{Z_H}{Z_w}.$$

For the acid, $Q_{AH}/Q_A=g\Lambda^{-3}Z_{AH}/Z_A$. Here $g$ is the number of equivalent sites on A$^-$ divided by the number of equivalent acidic protons in AH. An alcohol has $g=1$; a carboxylic acid with one acidic proton and two equivalent oxygens has $g=2$. Inserting both ratios, with $c_w=N_w/V$,

$$K_a=\frac{c_w}{3g\,c^\circ}\,\frac{Z_H/Z_w}{Z_{AH}/Z_A}.$$

The length $\Lambda$ has cancelled: one proton momentum integral is lost and one is gained.

**Q:** These ratios compare integrals of different dimension. The protonated system has three more coordinates. How can a simulation connect them?

**A:** Keep the proton's coordinates $\mathbf r$ after its interactions have been removed. It is then a dummy atom, held near its binding site by a restraint $V_r$. With $R$ for the retained nuclei, define

$$E_\eta=(1-\eta)E_{\rm prot}(R,\mathbf r)+\eta E_{\rm dep}(R)+V_r(R,\mathbf r).$$

At $\eta=0$ the proton interacts fully; at $\eta=1$ it is a dummy. Let $Z_\eta$ be the integral of $e^{-\beta E_\eta}$ and $A(\eta)=-k_BT\ln Z_\eta$. Differentiation gives

$$\frac{dA}{d\eta}=\frac{\int(\partial E_\eta/\partial\eta)e^{-\beta E_\eta}}{Z_\eta}=\langle\Delta E\rangle_\eta,\qquad \Delta E=E_{\rm dep}-E_{\rm prot}.$$

The restraint is the same at every $\eta$ and drops out of the gap $\Delta E$. Therefore

$$\Delta A=\int_0^1\langle\Delta E\rangle_\eta\,d\eta=-k_BT\ln\frac{Z_{\eta=1}}{Z_{\eta=0}}.$$

Running the same path from $\eta=1$ to $\eta=0$ is proton insertion, with free energy $-\Delta A$.

**Q:** But both end states contain an artificial restraint. Does it simply cancel between acid and hydronium?

**A:** Not in general, so I remove it explicitly. Suppose $V_r$ depends on the bond length $d$ and on one angle $\theta$ to an axis fixed by the retained atoms. In spherical coordinates about that axis the dummy integral is

$$v=2\pi\int d^2\,\mathrm{d}d\int\sin\theta\,\mathrm{d}\theta\;e^{-\beta V_r(d,\theta)}.$$

Turning or moving the axis does not change $v$, so $Z_{\eta=1}=v\,Z_{\rm dep}$. At the other end,

$$\frac{Z_{\rm prot}}{Z_{\eta=0}}=\frac{\int e^{\beta V_r}e^{-\beta(E_{\rm prot}+V_r)}}{\int e^{-\beta(E_{\rm prot}+V_r)}}=\langle e^{\beta V_r}\rangle_{\eta=0}\equiv C.$$

Combining the two ends,

$$\frac{Z_{\rm prot}}{Z_{\rm dep}}=\frac{C\,Z_{\eta=0}}{Z_{\eta=1}/v}=v\,C\,e^{\beta\Delta A}.$$

The factorization fails if the restraint uses two angles to two anchor atoms whose mutual angle fluctuates. For force constants of 2 eV/rad$^2$ and target angles of 1.95 rad, numerical integration over the sphere shows $k_BT\ln v$ rising by 0.0067 eV when the anchor angle goes from 100° to 115°. That is small here, but it is a force on the retained atoms that the simple factor $v$ omits.

**Q:** Then write the acidity, with all the factors.

**A:** Use the last relation for both solutes, with labels $A$ for the acid and $w$ for the hydronium–water pair. Taking $-k_BT\ln$ of $K_a$ gives

$$k_BT\ln10\;\mathrm{p}K_a=\Delta A_{AH}-\Delta A_{\rm H_3O^+}+k_BT\ln\frac{3g\,c^\circ v_AC_A}{c_w v_wC_w}.$$

A larger cost of removing the acid's proton raises p$K_a$; a larger cost for hydronium lowers it. The ratio $v_AC_A/(v_wC_w)$ depends on the restraints and on how the solvent shifts each bond; it is 0.96 in the model worked out below. Even if it were exactly one, the concentration and counting factors would remain.

**Q:** The scheme of Cheng and Sprik is customarily written with $k_BT\ln(c^\circ\Lambda^3)$ as the last term. You have no $\Lambda$. Which is right?

**A:** For the classical system defined here, the count above. The customary term follows from it if one sets $g\,v_AC_A=\Lambda^3$ and $c_wv_wC_w/3=1$. Neither is an identity, and neither need be close: in the model worked out below, $g\,v_AC_A$ is about $0.28\,\Lambda^3$ and $c_wv_wC_w/3$ is about 0.003.

Hydronium itself, used as the acid, separates the two. The removal free energies and restraint factors cancel. One site and three equivalent protons give $g=1/3$, so my formula leaves

$$\mathrm{p}K_a(\mathrm{H_3O^+})=\log_{10}\frac{c^\circ}{c_w}=-1.74$$

for $c_w=55.4$ mol/L, the concentration of 32 waters in a cube of edge 0.986 nm. This is what mass action requires: the acid and the hydrated proton are the same species, so $K_a=c_w/c^\circ$. The customary constant gives $-3.21$ at 298.15 K, where $\Lambda=0.1007$ nm.

Quantum nuclei are a separate matter. Let $\delta$ be the quantum minus the classical free energy of a solvated species. The right side of the acidity formula then gains $\delta_{A^-}+\delta_{\rm H_3O^+}-\delta_{AH}-\delta_{\rm H_2O}$. This sum vanishes when hydronium is compared with itself, so it cannot explain the gap between $-1.74$ and $-3.21$.

**Q:** Now the undefined zero of potential. Why should it disappear?

**A:** Shift the electrostatic potential of a cell by a constant $\phi_0$. A cell of total charge $q_{\rm tot}$ changes its energy by $q_{\rm tot}\phi_0$. Removing a proton lowers the total charge by $e$, so

$$\Delta E\rightarrow\Delta E+(q_{\rm tot}-e)\phi_0-q_{\rm tot}\phi_0=\Delta E-e\phi_0.$$

The result does not depend on $q_{\rm tot}$. It is the same for AH, whose cell starts neutral, and for H$_3$O$^+$, whose cell starts with charge $+e$. If $\phi_0$ is common to the two cells, it cancels in $\Delta A_{AH}-\Delta A_{\rm H_3O^+}$.

**Q:** That is an "if". What fixes $\phi_0$ in a real periodic calculation?

**A:** The convention that the average potential of the cell is zero, which comes from dropping the zero-wavevector term. Consider $N$ neutral spherical objects, each a Gaussian charge $+q$ of standard deviation $a$ inside a Gaussian charge $-q$ of standard deviation $b>a$. Beyond their overlap such an object produces no potential, but inside it the potential is positive. Its Fourier charge is

$$\rho_k=q\left(e^{-k^2a^2/2}-e^{-k^2b^2/2}\right)\simeq\tfrac12q(b^2-a^2)k^2\quad(k\to0).$$

The potential component is $\rho_k/(\varepsilon_0k^2V)$, so each object contributes $q(b^2-a^2)/(2\varepsilon_0V)$ to the cell average. Removing that average leaves, outside the objects,

$$\phi_0=-\frac{Nq(b^2-a^2)}{2\varepsilon_0V}.$$

Take seven objects with $q=6e$, $a=0.020$ nm and $b=0.045$ nm. Fourier sums for cubic cells of edge 0.986 nm give the same gap shift, 0.6442 eV, for a proton next to an anion and for a proton next to a neutral water-like solute. In a cell of edge 1.05 nm, with the same seven objects, the second shift is 0.5334 eV. The difference of 0.1108 eV does not cancel and would change p$K_a$ by 1.9.

The offset depends on $N/V$: fourteen objects in twice the volume give 0.6442 eV again. So the cells need equal solvent density and the same description of the electrons and cores. Even then, the solutes' own charge clouds can contribute unequal offsets of order $1/V$.

**Q:** If the cells match, does the finite-size error also cancel?

**A:** No. To leading order in $1/L$, a charge $q_{\rm tot}$ in a cubic cell of edge $L$, with a neutralizing background and a medium of relative permittivity $\varepsilon$, has the lattice energy

$$-\frac{\xi q_{\rm tot}^2}{8\pi\varepsilon_0\varepsilon L},\qquad \xi=2.8373,$$

where $\xi$ comes from an Ewald sum. The energy is quadratic in charge, whereas the offset was linear. The acid goes from charge 0 to $-e$ and gains this negative energy. Hydronium goes from $+e$ to 0 and loses it. Subtracting the second removal from the first gives

$$-\frac{\xi e^2}{8\pi\varepsilon_0\varepsilon L}-\frac{\xi e^2}{8\pi\varepsilon_0\varepsilon L}=-\frac{\xi e^2}{4\pi\varepsilon_0\varepsilon L}.$$

With a rough $\varepsilon=78$ and $L=0.986$ nm this is $-0.053$ eV, or $-0.90$ in p$K_a$. The uncorrected result is too low by that amount at this order. Terms of higher order in $1/L$ depend on the ions' sizes and need not be small in a cell this size. In a continuum model with each ion in a spherical cavity of radius $R$, the background charge inside the cavity is unscreened. The two ions together then add about $-(1-1/\varepsilon)\,e^2R^2/(3\varepsilon_0L^3)$, which is about $-0.14$ eV for $R=0.15$ nm and larger than the leading term. The value $-0.90$ is therefore the leading term only, not an estimate of the whole finite-size error.

**Q:** You still need an integral over $\eta$, and each point costs a long trajectory. Why would three points be enough?

**A:** Write $f(\eta)=\langle\Delta E\rangle_\eta$. Moving from $\eta$ to $\eta+t$ reweights configurations by $e^{-\beta t\Delta E}$. With $\kappa_j$ the cumulants of the gap at $\eta$,

$$A(\eta+t)-A(\eta)=-\frac1\beta\ln\langle e^{-\beta t\Delta E}\rangle_\eta=-\frac1\beta\sum_{j\ge1}\frac{(-\beta t)^j}{j!}\kappa_j.$$

Differentiating with respect to $t$,

$$f(\eta+t)=\sum_{j\ge1}\frac{(-\beta t)^{j-1}}{(j-1)!}\kappa_j,\qquad f^{(j)}(\eta)=(-\beta)^j\kappa_{j+1}.$$

The slope is $-\beta$ times the variance, so $f$ cannot rise. If the gap is Gaussian, the cumulants beyond the second vanish and $f$ is a straight line. This is linear response, and the two end points suffice. Curvature is $\beta^2\kappa_3$: a skewed gap distribution signals nonlinear response.

The three-point rule is Simpson's,

$$\Delta A\simeq\tfrac16\left[f(0)+4f(\tfrac12)+f(1)\right].$$

Put $u=\eta-\frac12$ and $f=a_0+a_1u+a_2u^2+a_3u^3+a_4u^4$. Odd terms vanish in both the integral and the rule. The integral is $a_0+a_2/12+a_4/80$; the rule gives $a_0+a_2/12+a_4/48$. The rule is therefore exact through cubic $f$. Since $a_4=f''''/24$, the first error is

$$\Delta A-\Delta A_{\rm Simpson}=\left(\frac1{80}-\frac1{48}\right)\frac{f''''}{24}=-\frac{f''''}{2880}=-\frac{\beta^4\kappa_5}{2880}.$$

For a general smooth $f$ the same formula holds with $f''''$ taken at some intermediate $\eta^*$, by the standard remainder theorem for Simpson's rule. Three points thus capture nonlinear response up to a cubic gap curve, not every nonlinearity.

**Q:** Could the restraint itself create a nonlinearity that the rule misses?

**A:** Yes. Take one harmonic proton mode $y$ with $E_{\rm prot}=\frac12k_by^2$, $V_r=\frac12k_ry^2$ and $s=k_r/k_b$. Then $E_\eta=\frac12k_b(1-\eta+s)y^2$, and equipartition gives

$$f=-\tfrac12k_b\langle y^2\rangle=-\frac{k_BT}{2(1-\eta+s)},\qquad \int_0^1f\,d\eta=-\frac{k_BT}2\ln\frac{1+s}{s}.$$

At 298.15 K the Simpson value minus the integral is $-0.16$ meV for $s=0.5$ but $-21$ meV for $s=0.05$. A soft restraint lets the dummy wander where $E_{\rm prot}$ is large.

As $s\to0$ the integral diverges logarithmically. The physical ratio stays finite: $e^{\beta\Delta A}$ falls as $s^{1/2}$, the dummy volume of this mode grows as $s^{-1/2}$, and $C\to1$. The limit is harmless in theory and bad for three-point sampling. A very stiff restraint has the opposite fault: $C$ then depends on rare excursions.

**Q:** Show me a case in which the nonlinearity matters.

**A:** I use a model with round parameters, not a named acid. A dimensionless solvent coordinate $x$ has energy $U=x^2+(0.4/3)x^3+0.1x^4$ in eV. It couples to the solute charge number $z$, which is 0 for AH and $+1$ for H$_3$O$^+$:

$$E_{\rm prot}=U+2zx+\tfrac12k_b(d-d_0)^2+\tfrac12k_a(\theta-\theta_0)^2+10x(d-d_0),$$
$$E_{\rm dep}=U+2(z-1)x+W.$$

Energies are in eV, lengths in nm and angles in rad. The azimuth is free. The restraint is harmonic in $d$ and $\theta$, centred at 0.100 nm and $\theta_0$.

| | acid | hydronium |
|---|---|---|
| $W$ | 12.25 | 10.00 |
| $k_b,\ d_0$ | 4000, 0.098 | 3600, 0.100 |
| $k_a,\ \theta_0$ | 3.0, 1.92 | 2.5, 1.95 |
| restraint constants | 2000, 1.5 | 2500, 2.0 |

Grid quadrature over $x$, $d$ and $\theta$ gives mean gaps at $\eta=0,\frac12,1$ of 12.2446, 11.3441 and 10.6134 eV for the acid, and 12.0047, 11.0355 and 9.9707 eV for hydronium. Simpson's rule yields

$$\Delta A_{AH}\simeq\frac{12.2446+4(11.3441)+10.6134}{6}=11.3724\ \mathrm{eV},$$
$$\Delta A_{\rm H_3O^+}\simeq\frac{12.0047+4(11.0355)+9.9707}{6}=11.0196\ \mathrm{eV}.$$

The dummy volumes are $172.75\times10^{-6}$ and $132.54\times10^{-6}$ nm$^3$, and the release factors are 1.6412 and 2.2358. With $g=1$ and $k_BT=0.02569$ eV the last term is

$$0.02569\,\ln\frac{3(172.75)(1.6412)}{55.43(132.54)(2.2358)}=-0.0761\ \mathrm{eV}.$$

One p$K$ unit is 0.05916 eV, so

$$\mathrm{p}K_a=\frac{11.3724-11.0196-0.0761}{0.05916}=4.68.$$

A 16-point Gauss–Legendre integration over $\eta$ gives 11.3740 and 11.0183 eV, hence 4.73. The two end points alone give 11.4290 and 10.9877 eV, hence 6.17. The three-point error is 0.05 and the two-point error 1.4, both relative to the full integral. The customary constant with the full integrals would give 2.80.

**Q:** Why is the two-point result so poor, when each curve looks nearly straight?

**A:** Because the curves bend in opposite directions, and the difference adds their errors. Neglect thermal fluctuations and the bond coupling. Then $x$ obeys $U'(x)=2(\eta-z)$, and the solvent part of the gap is $W-2x$. Differentiating, $dx/d\eta=2/U''$ and $d^2x/d\eta^2=-4U'''/(U'')^3$, so

$$f''=\frac{8U'''}{(U'')^3},\qquad U'''=0.8+2.4x.$$

For the acid $x\ge0$ and the curvature is positive. For hydronium at $\eta=\frac12$ the condition is $U'=-1$. At $x=-1/3$, where $U'''$ changes sign, $U'$ is only $-0.64$. Since $U'$ increases with $x$, the solution lies below $-1/3$ and the curvature is negative. The full model gives 0.76 eV and $-0.47$ eV at the midpoint. These signs hold over most of the path but not all of it: the hydronium curvature changes sign between $\eta=0.65$ and $0.70$, about where $x$ rises past $-1/3$, and the acid's between $0.85$ and $0.90$, reaching $-0.96$ eV for the acid and $+0.62$ eV for hydronium at $\eta=1$.

**Q:** And can I estimate the remaining error from the largest fourth derivative?

**A:** You get a bound, and here a loose one. For the acid, $f''''$ ranges from $-110$ to $-2.7$ eV along the path. The bound is $110/2880=0.038$ eV, while the actual error is 0.0016 eV.

A restraint centre displaced by $\Delta$ from the bond minimum contributes to such a spread. In the harmonic mode the mean position becomes $s\Delta/(1-\eta+s)$, which adds

$$-\frac{k_bs^2\Delta^2}{2(1-\eta+s)^2}$$

to $f$. Its fourth derivative grows as $(1-\eta+s)^{-6}$ towards the dummy end. For the acid, $\Delta=0.002$ nm and $s=0.5$ give about $-15$ eV at $\eta=1$. The thermal term found earlier, $-k_BT/[2(1-\eta+s)]$, gives about $-10$ eV for the bond and as much for the angle. Together these give about $-35$ eV, close to the $-38$ eV that the model gives at $\eta=1$ when the term $10x(d-d_0)$ is left out. The remainder, down to $-110$ eV, comes from that coupling term. Near $\eta=1$ the solvent sits at $x\approx0.78$, which moves the bond minimum by $-10x/k_b\approx-0.002$ nm. This doubles $\Delta$ and raises the displacement contribution to about $-60$ eV; the motion of $x$ acting through the same coupling adds more. In practice, centre the restraint on the bound proton, give it a stiffness comparable with the bond's but below it, so that $e^{\beta V_r}$ keeps a finite variance in the harmonic mode, and add points near $\eta=1$ if the gap there changes rapidly. Centring on the bound proton does not remove the shift of the bond minimum that the solvent causes near $\eta=1$. The model also has no solvent atoms for the dummy to approach. In real water the solvent rearranges around the deprotonated site and can bring a hydrogen close to the dummy, a further source of nonlinearity near $\eta=1$. The errors of 0.05 and 1.4 found here belong to this model only.
